# Why the dipole of one unit cell does not define bulk polarization

Q: I want the permittivity of a dielectric from first principles. I have the periodic charge density of the crystal. I take one unit cell, compute its dipole moment, and divide by the cell volume. That is the polarization $P$. I repeat it with an electric field on, and the change in $P$ gives the permittivity. What could be wrong with that?

A: Tell me where your unit cell begins.

Q: Anywhere. The crystal is periodic, so every choice of cell describes the same crystal.

A: Every choice describes the same crystal, but not the same dipole. Let $x$ be the direction of interest, and let $\rho(x)$ be the charge density, nuclei included, averaged over planes perpendicular to $x$. It has period $a$, and each cell is neutral. Your recipe, for a cell that starts at $x_0$, is

$$P_{\rm cell}(x_0)=\frac1a\int_{x_0}^{x_0+a}x\,\rho(x)\,dx .$$

The origin of $x$ does no harm: moving it by $c$ changes the integral by $-c\int\rho\,dx$, which is zero by neutrality. The boundary is another matter. Differentiate with respect to both limits, then use $\rho(x_0+a)=\rho(x_0)$:

$$\frac{dP_{\rm cell}}{dx_0}=\frac{(x_0+a)\rho(x_0+a)-x_0\rho(x_0)}{a}=\rho(x_0).$$

When the boundary moves right by $dx_0$, a slice of charge leaves the left end of the cell and its periodic copy enters at the right end, a distance $a$ away. The dipole changes although no charge in the crystal has moved.

Q: Is that a large effect, or a nuisance in the last digit?

A: Take a simple model. Rows of atoms run along $x$, with $a=0.3$ nm and a cross-section $A=0.07$ nm² per row. Each atom is a fixed point ion of charge $+2e$ at the bottom of a potential well, and each cell holds two electrons of charge $-e$. Inside the crystal the electrons' potential energy is

$$V(x)=-\frac{V_0}{2}\left(1+\cos\frac{2\pi x}{a}\right),\qquad V_0=18\ \text{eV},$$

and outside it is zero. The electrons do not interact with one another. I solved the Schrödinger equation along $x$ by finite differences, 64 points per cell, for a slab of 21 cells with 0.6 nm of vacuum on each side, and put two electrons in each of the 21 lowest orbitals. The density below is that of the middle cell. The mesh affects the last digit of some numbers quoted below: in the limit of a fine mesh 0.1756 becomes 0.1759, 0.0490 becomes 0.0491, 0.03686/0.10390 becomes 0.03690/0.10394, and the table entry 1.13 becomes 1.12.

Start with the boundary midway between two atoms. The cell is symmetric and its dipole is zero. Now shift the boundary right by $a/4$. The slice it passes over holds 0.1756 electrons per row, and these reappear a distance $a$ to the right. With $e/A=229$ μC/cm²,

$$P_{\rm cell}=-0.1756\times229=-40\ \text{μC/cm}^2 .$$

A shift of $a/8$ gives $-11$ μC/cm², and one of $3a/8$ gives $-111$ μC/cm². Yet this crystal is centrosymmetric, and a slab of it with mirror-image surfaces has zero dipole by symmetry.

Q: Then I average over all positions of the boundary. No choice is preferred, and the arbitrariness is gone.

A: So is the information. Follow one charge $q$ at position $y$, with $0\le y<a$, while $x_0$ runs from 0 to $a$. For $x_0<y$ the cell contains the charge at $y$. For $x_0>y$ it contains the copy at $y+a$. The mean position is

$$\frac{1}{a}\left[y\cdot y+(a-y)(y+a)\right]=\frac{y^2+a^2-y^2}{a}=a .$$

It does not depend on $y$. Every charge in the cell has the same mean position, so the mean dipole is $a$ times the total charge, which is zero. This holds for every neutral periodic density, including that of a polar crystal. An average that cannot tell a polar crystal from a symmetric one does not measure polarization.

Q: Fine, the absolute value is suspect. But a permittivity needs a change. I keep the boundary fixed, switch on the field, and subtract. Surely the arbitrary part cancels?

A: Part of it does. To see what remains, we need to say what the true change is. While the field is being switched on, a current density $j(x,t)$ flows, and charge conservation reads $\partial\rho/\partial t=-\partial j/\partial x$. Integrate over the switching time and define

$$D(x)=\int j(x,t)\,dt,\qquad \delta\rho(x)=-\frac{dD}{dx}.$$

Here $D(x)$ is the charge per unit area that has passed through the plane at $x$, positive when positive charge moves right or electrons move left. It is not the displacement field, which often carries the same letter.

Now take a finite slab, whose dipole has no ambiguity. No charge passes through planes outside it, so $D=0$ there. The induced dipole per unit area is

$$\int x\,\delta\rho\,dx=-\int x\frac{dD}{dx}dx=-\big[xD\big]+\int D\,dx=\int D\,dx ,$$

since the bracket vanishes outside the slab. Make the slab one cell thicker, keeping the macroscopic field $E$ inside it the same. If the slab is an insulator and thick enough for $D$ to be periodic in its interior, the surfaces contribute as before and the integral grows by $a\langle D\rangle$, where $\langle D\rangle$ is the average over an interior cell. The added volume per unit area is $a$. The bulk polarization change is therefore

$$\Delta P=\langle D\rangle .$$

Q: And my fixed-boundary dipole?

A: Apply the same integration by parts to one interior cell. The end terms do not vanish now:

$$\Delta P_{\rm cell}(x_0)=\frac1a\int_{x_0}^{x_0+a}x\,\delta\rho\,dx=-\frac{(x_0+a)D(x_0+a)-x_0D(x_0)}{a}+\langle D\rangle .$$

With $D(x_0+a)=D(x_0)$ the first term is $-D(x_0)$, so

$$\Delta P_{\rm cell}(x_0)=\Delta P-D(x_0).$$

Your recipe misses the charge that flowed through the cell boundary. As much enters at one end as leaves at the other, so the cell stays neutral and gives no warning.

Q: But I know $\delta\rho(x)$ at every point. Can I not reconstruct $D$ from it?

A: Up to a constant. If you add a constant to $D$, its derivative, and hence $\delta\rho$, is unchanged, while $\Delta P$ shifts by that constant. The extreme case is a uniform electron density that slides as a whole: $\delta\rho$ is zero everywhere, yet charge has passed through every plane. Your recipe amounts to choosing the constant so that $D$ vanishes at your boundary. In a finite slab no such choice is needed, because $D$ is zero in the vacuum and can be integrated inward from there.

Q: My calculation has no vacuum. Where would the constant come from?

A: From the wave functions. Write an orbital as $\psi=\sqrt n\,e^{i\theta}$, with real $n$ and $\theta$. Then

$$\psi^*\frac{d\psi}{dx}=\sqrt n\,\frac{d\sqrt n}{dx}+i\,n\frac{d\theta}{dx}.$$

For electrons in a local potential the electric current density is $-(e\hbar/m)$ times the imaginary part of this, so

$$j=-\frac{e\hbar}{m}\,n\,\frac{d\theta}{dx}.$$

The density $n=|\psi|^2$ has lost the phase $\theta$. A calculation on one periodic cell in a uniform field has to obtain $\Delta P$ from quantities that keep the phases, such as the cell-averaged current during the change.

Q: Show me the size of the error in your model.

A: I apply $E=1$ MV/cm $=0.1$ V/nm along $+x$, which adds $eEx$ to the electrons' potential energy. I solve for the density with $+E$ and with $-E$ and take half the difference, which removes every term even in the field. This gives $\delta\rho$. I do it for slabs of 21 and 31 cells. The extra dipole of the thicker slab, divided by the extra volume, is

$$\Delta P=0.1039\ \text{μC/cm}^2 .$$

The average of $D$ over the middle cell of the thinner slab, with $D$ integrated from the vacuum, is also 0.1039 μC/cm². Since $\varepsilon_0E=0.0885$ μC/cm², the relative permittivity of the model is

$$\varepsilon=1+\frac{\Delta P}{\varepsilon_0E}=1+\frac{0.1039}{0.0885}=2.17 .$$

Now your recipe, applied to the middle cell, with $\varepsilon_{\rm cell}=1+\Delta P_{\rm cell}/(\varepsilon_0E)$. The shift is measured from the plane midway between atoms, and $D$ and $\Delta P_{\rm cell}$ are in μC/cm².

| Shift | $D(x_0)$ | $\Delta P_{\rm cell}$ | $\varepsilon_{\rm cell}$ |
|---|---|---|---|
| 0 | 0.037 | 0.067 | 1.76 |
| $a/8$ | 0.050 | 0.054 | 1.61 |
| $a/4$ | 0.093 | 0.011 | 1.13 |
| $3a/8$ | 0.158 | −0.054 | 0.39 |
| $a/2$ | 0.193 | −0.089 | −0.01 |

One crystal in one field gives anything from 1.76 to about zero. None of the 64 boundaries on the grid gives 2.17.

Q: I would have used the first line. It cuts where the density is lowest and respects the symmetry.

A: It is the best of these choices, and it still loses 35% of $\Delta P$, because $D(x_0)/\Delta P=0.03686/0.10390=0.35$ there. Symmetry made the field-free dipole zero at that cut. It does not stop electrons from crossing the cut once the field is on.

Q: Thirty-five percent surprises me. There are few electrons midway between the atoms. How can so much charge pass?

A: Your intuition is that of a rigid cloud. Let us work it out. If the whole electron density $n(x)$, now per unit volume, shifts by a small distance $u$, the charge passing through a plane is $D(x)=-e\,n(x)\,u$. Its cell average is $\Delta P=-e\,\bar n\,u$, with $\bar n$ the mean density, so

$$\frac{D(x_0)}{\Delta P}=\frac{n(x_0)}{\bar n},\qquad \Delta P_{\rm cell}(x_0)=\Delta P\left(1-\frac{n(x_0)}{\bar n}\right).$$

This already shows why the recipe can give the wrong sign: it does so wherever the local density exceeds the mean.

Now compare with the model. The first eighth of the cell, next to the midway plane, holds 0.0490 electrons. At the mean density it would hold $2/8=0.25$. A rigid shift would therefore give an average $D/\Delta P$ of $0.0490/0.25=0.20$ in that slice. The computed ratio is nowhere below 0.35. The cloud does not move rigidly: more charge flows between the atoms than the density there suggests. In this slice, just where one would choose to cut, the density underestimates the error by about a factor of two.

Q: Does the number I compute mean anything at all?

A: It measures a local field. Consider the microscopic field $E_{\rm m}(x)$ whose cell average is $E$ and whose variation is produced by $\delta\rho$. Gauss's law gives

$$\varepsilon_0\frac{dE_{\rm m}}{dx}=\delta\rho=-\frac{dD}{dx}\quad\Rightarrow\quad \varepsilon_0E_{\rm m}(x)=C-D(x).$$

Averaging over a cell fixes the constant: $\varepsilon_0E=C-\Delta P$. Subtract the two equations:

$$\varepsilon_0\left[E_{\rm m}(x_0)-E\right]=\Delta P-D(x_0)=\Delta P_{\rm cell}(x_0).$$

So the change in the cell dipole per volume is $\varepsilon_0$ times the ripple of the field at the plane where you cut. A ripple has zero average, so $\varepsilon_{\rm cell}$ averaged over all boundaries is 1, the permittivity of vacuum, whatever the dielectric.

Q: Yet for a crystal of separate molecules, people speak of the dipole per molecule times the number of molecules per volume. Is that wrong too?

A: No. That is the case in which your recipe holds. If the units are so well separated that a plane between them has $D(x_0)\approx0$, then $\Delta P_{\rm cell}(x_0)\approx\Delta P$. To approach this limit I deepened the wells from 18 to 150 eV and kept the spacing, area and field the same. The electrons are then held tightly to their atoms, and $D/\Delta P$ at the midway plane falls from 0.35 to $2\times10^{-4}$. The recipe is then wrong by 0.02% of $\Delta P$, provided that you cut midway. A cut through an electron cloud fails in this crystal as well, because charge does cross that plane. The condition concerns the flow through the boundary, and a tidy or symmetric cell does not guarantee it.

Q: You have dealt with changes. Does the bulk density at least fix the absolute polarization of a crystal with no field?

A: Not by itself. Take a slab of thickness $L$ and transfer two electrons per row from its left surface to its right surface, with electrodes holding the interior field fixed. The density deep inside is the same. The dipole per unit area has changed by $-2eL/A$, and the dipole per volume by $-2e/A$. The slab's dipole therefore needs knowledge of the surfaces. For a permittivity we do not need the absolute value; the change $\Delta P$ at fixed surfaces is enough.

Q: How close is your model to a dielectric that someone would put between metal lines?

A: The numbers were chosen to resemble silica in two respects. The band gap of the infinite row, from a plane-wave diagonalization at the zone edge, is 8.8 eV, and silica's is roughly 9 eV. The electronic permittivity is 2.17, against roughly 2.1. The electron density is not typical: two electrons per 0.021 nm³ is nearly four times sparser than the valence electrons of silica. The largest omission for a static permittivity is the motion of the ions, since silica's static value is roughly 3.9. For an oscillator of charge $Ze$, mass $M$ and frequency $\omega$ in a volume $\Omega$, the displacement is $u=ZeE/(M\omega^2)$ and the polarization is $Zeu/\Omega$, so

$$\Delta\varepsilon=\frac{Z^2e^2}{\varepsilon_0\,\Omega\,M\omega^2}.$$

Rough silica-like inputs, $Z=3$, $\Omega=0.045$ nm³, $M=15$ atomic mass units and $\hbar\omega=0.1$ eV, give $\Delta\varepsilon\approx1$, the right order of magnitude but only a little over half of the $3.9-2.1=1.8$ that silica needs.

Q: You also let the electrons feel only the average field, although you have just shown that the field has a ripple.

A: Yes, and that matters. I fed the ripple back into the electrons' potential and repeated the calculation until it no longer changed, holding the macroscopic field fixed. The permittivity drops from 2.17 to 1.91, so $\varepsilon-1$ falls by 23%. This correction treats the induced charge as spread evenly across each plane. It leaves out exchange, correlation and field variations across the row. The dependence on the boundary survives: $\varepsilon_{\rm cell}$ now runs from 0.33 to 1.53, still never reaching the true value of the improved model.

Q: And the strength of the field? Thin dielectrics work at high fields.

A: At 3 MV/cm the model's $\Delta P/E$ differs from its value at 1 MV/cm by about 4 parts in $10^5$, so the linear response is safe here. Tunnelling across the gap $E_g$ can be sized with a triangular barrier and the free-electron mass. The barrier height $E_g-eEx$ reaches zero at $x=E_g/(eE)$, and the tunnelling probability is roughly $e^{-S}$ with

$$S=2\int_0^{E_g/(eE)}\frac{\sqrt{2m(E_g-eEx)}}{\hbar}\,dx=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar eE}.$$

At 1 MV/cm this gives $S\approx1800$. That is an overestimate: in a crystal the decay constant vanishes at both edges of the gap, while the triangular barrier makes it largest at the valence band edge. Even an exponent several times smaller would leave tunnelling from the valence band to the conduction band negligible. The estimate says nothing about defects, or about electrons that tunnel from one electrode to the other through a very thin film. The model contains neither.

Q: So when I compute a permittivity in a periodic cell, what should I ask for?

A: Ask how much charge passed through a plane, averaged over all planes in the cell. You can get it from the current, or from the dipole added when a slab is made thicker at the same internal field. If you are tempted by the dipole of one cell, first find out how much charge crossed its boundary. That amount is your error.
